# Spurious charges on separated Na and Cl from fractional-charge atomic energies

## Question

I am stuck on this exercise: "Use the energies of the Na and Cl atoms as functions of fractional charge to predict the charges that LDA or PBE leaves on the two atoms at infinite separation."

I computed the integer charge states with PBE. The ionization energy of Na is $I=5.36$ eV and the electron affinity of Cl is $A=3.76$ eV. Moving an electron from Na to Cl at infinite distance therefore costs $I-A=1.60$ eV, so I conclude that the atoms stay neutral. The exercise evidently expects a charge that is not zero. Where does it come from if the functional gets the sign of $I-A$ right? And what does a fractional number of electrons on an atom mean, when the whole system has 28 electrons?

## Answer

Your two integer energies are fine, but they compare only $q=0$ with $q=1$. The functional is also free to choose a charge in between, and there its energy is wrong.

### What a fractional charge means here

Let $q$ be the number of electrons moved from Na to Cl, so that the atoms carry charges $+q$ and $-q$. Take the unpaired Na electron to be spin-up and the unpaired Cl electron spin-down. The vacancy in the Cl 3p shell is then spin-up, and the transfer conserves spin: the system keeps 14 electrons of each spin.

No orbital of the whole system needs a fractional occupation. Let one fully occupied spin-up orbital extend over both atoms,

$$\psi=\sqrt{1-q}\,\phi_s+\sqrt{q}\,\phi_p ,$$

where $\phi_s$ is Na 3s and $\phi_p$ is a Cl 3p orbital. At infinite distance the product $\phi_s\phi_p$ vanishes everywhere, so

$$|\psi|^2=(1-q)|\phi_s|^2+q|\phi_p|^2 .$$

The kinetic energy splits in the same way, because its cross term also vanishes. A semilocal exchange-correlation energy is an integral over space of a function of the local spin densities and their gradients, so it is a sum of two atomic integrals. The electrostatic interaction between the atoms vanishes as the distance grows. Hence

$$E(q)=E_{\rm Na}(11-q)+E_{\rm Cl}(17+q),\qquad 0\le q\le 1, \tag{1}$$

where each atomic energy is computed with fractional orbital occupations.

For the exact theory, consider instead the many-electron state $\sqrt{1-q}\,|{\rm Na,Cl}\rangle+\sqrt q\,|{\rm Na^+,Cl^-}\rangle$. At infinite distance the Hamiltonian does not connect its two parts, so its energy is the weighted mean

$$E_{\rm line}(q)=(1-q)E(0)+qE(1)=E(0)+q(I-A). \tag{2}$$

This is the straight-line behaviour of exact energies between integers (given that the integer energies of each atom are convex, so that mixing in other charge states does not pay). For $I>A$ its minimum is at $q=0$. Your argument is correct for a functional that obeys (2). LDA and PBE do not.

### The slope of the energy is an orbital level

Write the energy of one atom with occupations $f_i$ as

$$E=\sum_i f_i\langle\phi_i|\hat t|\phi_i\rangle+\int v\,n\,d^3r+E_{\rm H}[n]+E_{\rm xc}[n_\uparrow,n_\downarrow],\qquad n=\sum_i f_i|\phi_i|^2 ,$$

where $\hat t$ is the kinetic-energy operator, $v$ the nuclear potential and $E_{\rm H}$ the Hartree energy. The orbitals obey $\hat h\phi_i=\varepsilon_i\phi_i$, with $\hat h=\hat t+v+v_{\rm H}+v_{\rm xc}$ for the spin in question.

Now change $f_i$ and let all orbitals relax. The change of the orbitals contributes

$$\sum_j f_j\left(\Big\langle\frac{\partial\phi_j}{\partial f_i}\Big|\hat h\Big|\phi_j\Big\rangle+{\rm c.c.}\right)=\sum_j f_j\varepsilon_j\frac{\partial}{\partial f_i}\langle\phi_j|\phi_j\rangle=0 ,$$

because the orbitals stay normalized. What remains is the explicit dependence on $f_i$:

$$\frac{\partial E}{\partial f_i}=\langle\phi_i|\hat t+v+v_{\rm H}+v_{\rm xc}|\phi_i\rangle=\varepsilon_i . \tag{3}$$

This is Janak's theorem. For Na, the 3s occupation is $1-q$, so $dE_{\rm Na}/dq=-\varepsilon_s$. For Cl, I average the shell spherically and put $(2+q)/3$ electrons into each of the three spin-up 3p orbitals. Each occupation grows at the rate $1/3$, and the levels are equal, so $dE_{\rm Cl}/dq=3\cdot\tfrac13\varepsilon_p=\varepsilon_p$. Together,

$$\frac{dE}{dq}=\varepsilon_p(q)-\varepsilon_s(q)\equiv-d(q),\qquad d(q)=\varepsilon_s(q)-\varepsilon_p(q). \tag{4}$$

An interior minimum at $q^*$ needs $d(q^*)=0$ and $E''=-d'(q^*)>0$: the gap $d$ must fall through zero. This is the equality of chemical potentials. The same condition follows from the extended orbital. Acting on $\psi$, the Kohn–Sham Hamiltonian gives $\sqrt{1-q}\,\varepsilon_s\phi_s+\sqrt q\,\varepsilon_p\phi_p$, and for $0<q<1$ this is a multiple of $\psi$ only if $\varepsilon_s=\varepsilon_p$.

### An estimate from integer charges

You can get a first answer from the calculations you already have, if you read off levels as well as energies. For PBE the neutral atoms give $\varepsilon_s=-3.04$ eV and $\varepsilon_p=-8.13$ eV, where $\varepsilon_p$ is the spin-up level that holds the vacancy. Thus $d(0)=5.09$ eV. By (4), the energy initially falls by 5.09 eV per electron transferred, although the transfer of a whole electron costs 1.60 eV.

For the ions, use the empty 3s level of Na$^+$ and the filled 3p level of Cl$^-$. They give $d(1)=-7.48$ eV. If $d$ were linear in $q$, it would be $d(0)-[d(0)-d(1)]q$, with its zero at

$$q_{\rm lin}=\frac{d(0)}{d(0)-d(1)}=\frac{5.09}{5.09+7.48}=0.405 . \tag{5}$$

The same formula gives 0.423 for LDA.

### The self-consistent charge

To do better, solve each atom at a few fractional charges. These are non-relativistic PBE results in a large Gaussian basis, in eV; the gap $d$ was formed before rounding.

| $q$ | $\varepsilon_s$ | $\varepsilon_p$ | $d$ | $E(q)-E(0)$ |
|---|---|---|---|---|
| 0.00 | −3.04 | −8.13 | 5.09 | 0.00 |
| 0.25 | −4.18 | −5.84 | 1.66 | −0.84 |
| 0.50 | −5.35 | −3.66 | −1.69 | −0.84 |
| 0.75 | −6.55 | −1.63 | −4.92 | −0.01 |
| 1.00 | −7.26 | 0.23 | −7.48 | 1.60 |

Around the crossing, the Na level sinks as Na loses charge, and the Cl level rises as Cl gains it. The gap changes sign between the second and third rows. Linear interpolation there gives

$$q^*\approx0.25+0.25\times\frac{1.66}{1.66+1.69}=0.374 .$$

Solving the atoms repeatedly until the levels agree gives

- PBE: $q^*=0.373$, with a common level at $-4.75$ eV.
- LDA (Slater exchange with VWN correlation): $q^*=0.378$, with a common level at $-4.86$ eV.

So, with the spherically averaged Cl shell, the predicted charges are about $+0.37e$ on Na and $-0.37e$ on Cl in PBE, and $\pm0.38e$ in LDA. The estimate (5) is somewhat high because the computed $d(q)$ lies below the straight line joining its end values, and so reaches zero earlier.

The minimum of the total energy, located without using the levels, falls at the same charges. At $q^*$ all full levels of both atoms lie below the common level and all empty ones above it. To first order, therefore, no transfer of electrons between other levels lowers the energy further. Both statements are tested in the numerical check.

One entry in the table needs care: the 3p level of Cl$^-$ is positive. By (3), removing a little charge from Cl$^-$ to far away would then lower its energy, and the finite basis is what prevents this: outside the anion the PBE potential is a repulsive $+1/r$ barrier, which falls to 0.23 eV only at about 120 bohr, and the basis does not reach that far. The value of $A$, the last row and the estimate (5) therefore refer to a metastable Cl$^-$ ion confined behind this barrier. The equilibrium charge does not share this problem, since its common level is well below zero.

### Why good values of $I$ and $A$ do not help

Integrate (4) from 0 to 1:

$$I-A=E(1)-E(0)=-\int_0^1 d(q)\,dq .$$

The integer energies fix the area under $d(q)$, but not its value at $q=0$, and the initial value decides whether charge starts to flow. With straight lines, $d$ would have the constant value $-(I-A)=-1.60$ eV. In PBE the average of $d$ is also $-1.60$ eV, but $d$ starts at $+5.09$ eV for $q=0$ and ends at $-7.48$ eV for $q=1$.

In terms of energies, each atomic curve sags below the straight line between its own integer end points. At $q=0.5$ the PBE sag is 0.587 eV for Na and 1.051 eV for Cl. Adding these to the straight-line value reproduces the table:

$$E(0.5)-E(0)=0.5\times1.602-0.587-1.051=-0.837\ {\rm eV}.$$

At $q^*$ the straight line lies 0.60 eV above the neutral atoms, whereas the PBE energy lies 0.94 eV below them. Relative to the straight line, the error is 1.54 eV.

A simple model shows why the curves sag. Take a single electron with a fixed orbital shape and occupation $f$. Its kinetic and nuclear energies are linear in $f$. Its Hartree energy is quadratic, $Uf^2$, since it is a product of two densities. Local exchange for one spin is an integral of $n_\uparrow^{4/3}$, so it scales as $-Xf^{4/3}$. Suppose that the functional is perfect for the whole electron, $X=U$, so that the spurious self-repulsion cancels at $f=1$. Then

$$E_{\rm self}(f)=U\left(f^2-f^{4/3}\right)<0\qquad(0<f<1),$$

while the correct value is zero throughout. The error vanishes at both integers and is negative between them. In Na and Cl the orbitals relax and other electrons are present, so this model gives the sign and the origin of the effect, not its size. It does show how a functional can be accurate for every integer charge and still fail for the separated pair.

### What happens at a large finite distance

An actual calculation on the pair uses a finite distance $R$. If the atomic densities are spherical and do not overlap, the atoms attract like point charges, and in atomic units

$$E(q,R)=E(q)-\frac{q^2}{R}.$$

Setting the derivative with respect to $q$ to zero gives $-d(q)-2q/R=0$, that is,

$$d(q_R)+\frac{2q_R}{R}=0 .\tag{6}$$

The two halves of the second term have a direct meaning. The negative Cl raises the Na level by $q/R$, and the positive Na lowers the Cl level by $q/R$. Near $q^*$ write $d(q)\approx-k(q-q^*)$ with $k=-d'(q^*)>0$. Then (6) becomes $-k(q_R-q^*)+2q_R/R=0$. Collecting the terms in $q_R$ gives $q_R(k-2/R)=kq^*$, so

$$q_R\approx\frac{q^*}{1-2/(kR)} .\tag{7}$$

The charge therefore approaches its limit from above, with a deviation that falls off as $1/R$ for $kR\gg2$.

For PBE, $k=13.39$ eV per electron. At $R=100$ bohr, $2/R$ corresponds to 0.544 eV, and

$$q_R\approx\frac{0.3730}{1-0.544/13.39}=0.389 .$$

Solving (6) without linearizing gives the same value to this accuracy. With that charge, the Na 3s and Cl 3p levels coincide in a Hamiltonian built for both atoms together, which tests (6) without assuming the atomic level shifts.

This charge must not be mistaken for real ionic bonding. With the straight-line energy, the ion pair is favoured over neutral atoms only when $1/R>I-A$. Since $1/R$ is 0.272 eV at 100 bohr, your PBE values put the crossing at $R=100\times0.272/1.60=17$ bohr. Well beyond that distance the atoms should be neutral.

### When the diagnosis applies

For other pairs of atoms, $d(0)>0$ is a sufficient condition for transfer. If the highest occupied level of the neutral donor lies above the lowest level with a vacancy on the neutral acceptor, the approximate functional transfers charge, whatever the sign of $I-A$. When $I>A$ this transfer is spurious, since the straight line (2) then has its minimum at $q=0$; when $I<A$ the straight line itself has $d=A-I>0$ and favours the ions. A negative $d(0)$ alone does not settle the matter, because $d$ need not fall steadily with $q$. If $d(0)\le0$ and $d$ stays negative for all larger $q$ up to 1, then by (4) transfer in this direction only raises the energy; the opposite direction is examined in the same way with donor and acceptor exchanged. A calculation that forces an integer number of electrons onto each atom hides the error, because it excludes the states in which the energy is too low.

The spherical average of the Cl shell is a choice. With the vacancy placed in one 3p orbital instead, and with s and p basis functions alone, PBE again gives $q^*=0.373$ and the neutral Cl energy falls by 0.016 eV. Such a basis does not let the non-spherical atom relax fully: with d and f functions added on Cl, the neutral atom gains about 0.1 eV and the charge drops to about 0.36. The vacancy along one axis is the pattern described by the extended orbital $\psi$ with a real $\phi_p$. A complex $\phi_p$ with $m=\pm1$ gives a ring-shaped vacancy instead, with a charge near 0.37 but a slightly higher energy. A calculation with integer occupations that reaches the lower, one-axis state should therefore give a charge close to the spherical value but about $0.01e$ smaller.

## Table of computed values

```
Basis: smallest exponent 0.015 bohr^-2, ratio 2.4, 20 s and 13 p sets
LDA: q (e), Na 3s (eV), Cl 3p (eV), E(q)-E(0) (eV)
  0.00    -3.081    -8.289     0.000
  0.25    -4.250    -5.987    -0.867
  0.50    -5.436    -3.805    -0.877
  0.75    -6.556    -1.765    -0.068
  1.00    -7.013     0.095     1.468
  Na level minus energy slope, size: 0.00004 eV
  Cl level minus energy slope, size: 0.00055 eV
  I(Na) 5.368 eV, A(Cl) 3.901 eV, I-A 1.468 eV
  level gap at q=0: 5.208 eV; at q=1: -7.108 eV
  sag below straight line at q=0.5: Na -0.558 eV, Cl -1.053 eV
  charge from linear levels: 0.423 e
  charge from equal levels: 0.3777 e
  charge from energy minimum: 0.3777 e
  common level: -4.857 eV
  energy E(q*)-E(0): -0.977 eV
  straight-line energy at the same q: 0.554 eV
PBE: q (e), Na 3s (eV), Cl 3p (eV), E(q)-E(0) (eV)
  0.00    -3.039    -8.134     0.000
  0.25    -4.181    -5.840    -0.843
  0.50    -5.349    -3.663    -0.837
  0.75    -6.547    -1.627    -0.009
  1.00    -7.256     0.227     1.602
  Na level minus energy slope, size: 0.00008 eV
  Cl level minus energy slope, size: 0.00055 eV
  I(Na) 5.360 eV, A(Cl) 3.758 eV, I-A 1.602 eV
  level gap at q=0: 5.094 eV; at q=1: -7.482 eV
  sag below straight line at q=0.5: Na -0.587 eV, Cl -1.051 eV
  charge from linear levels: 0.405 e
  charge from equal levels: 0.3730 e
  charge from energy minimum: 0.3730 e
  common level: -4.753 eV
  energy E(q*)-E(0): -0.944 eV
  straight-line energy at the same q: 0.597 eV
PBE, both atoms together at R = 100 bohr:
  stiffness k: 13.387 eV per e
  charge: 0.3888 e; from linear formula: 0.3888 e
  interaction energy: -0.0411 eV; -q^2/R: -0.0411 eV
  joint levels: Na 3s -4.7212 eV, Cl 3p -4.7212 eV
PBE level gap change in denser basis: 0.0006 eV
PBE charge with Cl hole along one axis: 0.3732 e
PBE neutral Cl energy, one axis minus spherical: -0.0158 eV
```
